\section*{Why close-packed nanoheaters beat the isolated-heater prediction yet run hotter}

\section{Two heaters, three contributions}

Take two identical small heaters on a crystal, each supplied with power $P$. Suppose first that they are so far apart that each feels the other only through ordinary heat diffusion. The temperature rise of one heater, divided by $P$, then has three parts: its own diffusive resistance $F$, an excess $E>0$ because phonons with long free paths leave the heater without carrying heat as diffusion predicts, and the diffusive heating $F'$ from the other heater:
\begin{equation}
R_1=F+E,\qquad R_2=F+E+F'.
\end{equation}
Someone who knows the geometry, but assumes Fourier's law, expects $F$ or $F+F'$ with the bulk conductivity $\kappa$. The conductivity inferred from the measured temperature is therefore
\begin{equation}
\frac{\kappa_1}{\kappa}=\frac{F}{F+E},\qquad
\frac{\kappa_2}{\kappa}=\frac{F+F'}{F+F'+E}.
\end{equation}
For $E=F'=F$ these ratios are $1/2$ and $2/3$. The equal values are chosen only for easy arithmetic: for two spheres of radius $a$ at centre distance $d$, $F'/F=5a/(6d)$, at most $5/12$ and much smaller for a distant pair, so an $F'$ as large as $F$ needs many neighbours. The pair seems to conduct better, although each heater is hotter: its resistance has risen from $2F$ to $3F$. With the isolated heater's conductivity, $\kappa/2$, one would have predicted $2(F+F')=4F$. The pair is more efficient than this prediction, but not more efficient than a heater standing alone.

At close spacing the neighbour also contributes a nondiffusive excess. Whether the conclusion survives depends on how that excess falls with distance.

\section{The response to one wavelength}

Let the phonons form channels $i$ with heat capacity $C_i$ per volume, speed $v_i$, relaxation time $\tau_i$ and free path $\Lambda_i=v_i\tau_i$. The state is steady, the temperature rise is small and the medium is isotropic. Let $g_i$ be the excess energy density in a given direction, normalized so that its angular average is the channel's energy density. The Boltzmann equation in the relaxation-time approximation is
\begin{equation}
v_i\,\hat{\mathbf s}\cdot\nabla g_i=\frac{C_iT-g_i}{\tau_i}.
\end{equation}
Here $T$ is the temperature at which scattered phonons are re-emitted. Averaging over directions and summing over channels gives $\nabla\cdot\mathbf J=Q$, where the supplied power density is $Q=\sum_i(C_iT-\langle g_i\rangle)/\tau_i$. This means that the heater's power is emitted thermally, like scattered energy.

For $T\propto e^{iqz}$ and $\mu=\hat s_z$, the equation becomes algebraic. With $x=q\Lambda_i$,
\begin{align}
g_i&=\frac{C_iT}{1+ix\mu},\\
J_i&=\frac{v_i}{2}\int_{-1}^{1}\mu g_i\,d\mu
=\frac{v_iC_iT}{2}\int_{-1}^{1}\frac{\mu-ix\mu^2}{1+x^2\mu^2}\,d\mu .
\end{align}
The term odd in $\mu$ vanishes. For the other,
\begin{equation}
\int_0^1\frac{\mu^2\,d\mu}{1+x^2\mu^2}
=\frac1{x^2}\int_0^1\left(1-\frac1{1+x^2\mu^2}\right)d\mu
=\frac1{x^2}\left(1-\frac{\arctan x}{x}\right).
\end{equation}
Since $\kappa_i=C_iv_i\Lambda_i/3$, the prefactor is $xv_iC_i=3q\kappa_i$, and
\begin{equation}
J_i=-iq\,\kappa_iS(q\Lambda_i)\,T,\qquad
S(x)=\frac{3}{x^2}\left(1-\frac{\arctan x}{x}\right).
\end{equation}
Energy conservation, $iq\sum_iJ_i=Q$, then gives
\begin{equation}
T(q)=\frac{Q(q)}{q^2\kappa_{\rm eff}(q)},\qquad
\kappa_{\rm eff}(q)=\sum_i\kappa_iS(q\Lambda_i).
\label{response}
\end{equation}
For small $x$, $S\simeq1-3x^2/5$: the channel conducts fully. For large $x$, $S\simeq3/x^2$: it hardly responds to the temperature pattern. A long-path phonon therefore contributes to slowly varying parts of the temperature field and not to rapidly varying ones.

\section{The sign of a neighbour's contribution}

Define $w_i=3\kappa_i/\Lambda_i^2=C_i/\tau_i$ and $W=\sum_iw_i$. The denominator in (\ref{response}) is
\begin{equation}
q^2\kappa_{\rm eff}=\sum_iw_i\left(1-\frac{\arctan q\Lambda_i}{q\Lambda_i}\right)
=W[1-p(q)],\quad
p=\sum_i\frac{w_i}{W}\frac{\arctan q\Lambda_i}{q\Lambda_i}.
\end{equation}
The function $\arctan(q\Lambda)/(q\Lambda)$ is the Fourier transform of $e^{-r/\Lambda}/(4\pi\Lambda r^2)$, the probability density for the end point of an isotropic flight with exponentially distributed length. For $q\neq0$, $0<p<1$, so
\begin{equation}
T(q)=\frac{Q(q)}{W}\left[1+p(q)+p(q)^2+\cdots\right].
\end{equation}
The $n$th term is the energy re-emitted after $n$ flights. In real space each term is a repeated convolution of positive densities. The sum is finite away from the source because the only singularity at small $q$ is $1/q^2$, which is integrable in three dimensions.

A positive source thus produces a positive temperature rise everywhere. Because the equation is linear, adding a powered neighbour always raises a heater's temperature at fixed power in this model. Crowding cannot lower the absolute resistance.

\section{The excess over diffusion}

To separate diffusion from the rest, set $s=q^2$ and regard $D(s)=s\,\kappa_{\rm eff}$ as a function of complex $s$. From the integral form of $S$,
\begin{equation}
D(s)=\sum_iw_i\int_0^1\left(1-\frac{1}{1+s\Lambda_i^2\mu^2}\right)d\mu .
\end{equation}
It is analytic except on the cut $s\le-1/\Lambda_{\max}^2$. Off the real axis,
\begin{equation}
\operatorname{Im}D=\operatorname{Im}s\sum_iw_i\int_0^1
\frac{\Lambda_i^2\mu^2}{|1+s\Lambda_i^2\mu^2|^2}\,d\mu ,
\end{equation}
which cannot vanish. On the real axis outside the cut, $\kappa_{\rm eff}>0$, so the only zero of $D$ is the simple one at $s=0$, where $D\simeq\kappa s$. At large $|s|$, $1/D$ approaches $1/W$ with a remainder of order $|s|^{-1/2}$. Cauchy's theorem for $1/D-1/W$ then leaves a pole and an integral along the cut. With $s=-m^2$ on the cut,
\begin{equation}
\frac1{q^2\kappa_{\rm eff}}=\frac1{\kappa q^2}+\frac1W+
\int_{1/\Lambda_{\max}}^{\infty}\frac{2m\,\sigma(m)}{q^2+m^2}\,dm,
\quad \sigma=-\frac1\pi\operatorname{Im}\frac1{D(-m^2+i0)}.
\label{spectral}
\end{equation}
Just above the cut, the channels with $m\Lambda_i>1$ give
\begin{equation}
\operatorname{Im}D=\frac{\pi}{2}\sum_{m\Lambda_i>1}\frac{w_i}{m\Lambda_i}>0,
\qquad \sigma=\frac{\operatorname{Im}D}{\pi|D|^2}\ge0 .
\end{equation}

Each term has a simple real-space form. The first is the Fourier response $1/(4\pi\kappa r)$. The second is a local term $\delta(\mathbf r)/W$, the energy before its first flight. The integral is a sum of screened responses $e^{-mr}/(4\pi r)$ with positive weights. For $r>0$ the ratio of excess to Fourier response is
\begin{equation}
h(r)=\kappa\int_{1/\Lambda_{\max}}^\infty2m\,\sigma(m)e^{-mr}\,dm .
\end{equation}
Every exponential decreases, so $h$ decreases with distance. Since $m\ge1/\Lambda_{\max}$, also
\begin{equation}
h(r)\le h(r_0)\,e^{-(r-r_0)/\Lambda_{\max}}\qquad(r\ge r_0>0).
\label{bound}
\end{equation}
A neighbour does add excess resistance, but the excess is a smaller fraction of its heating the farther away it is.

\section{Weighing the heater against its neighbours}

Let the heaters be hemispheres of radius $a$ set into the surface of a half-space, made of the same material, without interface resistance. The surface is adiabatic and reflects phonons specularly. Reflecting the solution in the surface turns each hemisphere of power $P$ into a sphere of power $2P$ in an infinite medium. The resistance is therefore twice the full-space response per unit power. Power is deposited uniformly, and the heater temperature is defined as the volume average of the re-emission temperature $T$. Inside a powered heater this differs from the temperature that corresponds to the local energy density, so a thermometer that responds to the latter would give different numbers. In the worked example below the local term is 20\% of the isolated heater's excess; with the energy-density temperature and equal phonon speeds, the apparent conductivities 43 and 72~W/(m\,K) become 50 and 75~W/(m\,K).

For a sphere with unit power, Fourier's law gives $T(r)=(3a^2-r^2)/(8\pi\kappa a^3)$ inside. The volume average of $r^2$ is $3a^2/5$, so
\begin{equation}
F_0=\frac{3a^2-3a^2/5}{8\pi\kappa a^3}=\frac{6}{5}\,\frac1{4\pi\kappa a},
\qquad F_{jk}=\frac1{4\pi\kappa d_{jk}}.
\label{fourier}
\end{equation}
The second expression holds for separate spheres with centre distance $d_{jk}$, because the average of a harmonic function over a sphere is its central value. Let $E_0$ and $E_{jk}$ be the corresponding excesses. Averaged over the $N$ heaters of an array,
\begin{equation}
F_N=F_0+\frac1N\sum_{j\ne k}F_{jk},\quad
E_N=E_0+\frac1N\sum_{j\ne k}E_{jk},\quad
R_N=2(F_N+E_N),
\end{equation}
and the apparent conductivity is $\kappa_N=\kappa F_N/(F_N+E_N)$.

Two points in the same heater are at most $2a$ apart. The local term only adds to $E_0$, so $E_0/F_0>h(2a)$. If the pitch is at least $4a$, points in different heaters are at least $2a$ apart, so $E_{jk}/F_{jk}\le h(2a)$. Writing $F'$ and $E'$ for the neighbour sums, we have $E'/F'<E_0/F_0$, and hence
\begin{equation}
\frac{E_0}{F_0}-\frac{E_0+E'}{F_0+F'}
=\frac{F'}{F_0+F'}\left(\frac{E_0}{F_0}-\frac{E'}{F'}\right)>0 .
\end{equation}
The array's apparent conductivity exceeds that of the isolated heater, $\kappa_1$. Equivalently, $R_N<2F_N\kappa/\kappa_1$: the array is cooler than a Fourier calculation with $\kappa_1$ predicts. This proof covers pitches from $4a$ upward; closer spacing needs a calculation.

\section{Where the array's length enters}

The same resistance can be sorted by wave number. A uniform sphere has form factor $f(x)=3(\sin x-x\cos x)/x^3$. Interference between the heaters, averaged over directions of $\mathbf q$, gives
\begin{equation}
\mathcal S(q)=1+\frac1N\sum_{j\ne k}\frac{\sin qd_{jk}}{qd_{jk}} .
\end{equation}
The volume element $4\pi q^2dq/(2\pi)^3$ cancels the $q^2$ in (\ref{response}), leaving
\begin{equation}
F_N+E_N=\frac1{2\pi^2}\int_0^\infty\frac{f(qa)^2\mathcal S(q)}{\kappa_{\rm eff}(q)}\,dq .
\end{equation}
$F_N$ is the same integral with $\kappa$ in place of $\kappa_{\rm eff}$. Dividing the two,
\begin{equation}
\frac1{\kappa_N}=
\frac{\int_0^\infty f^2\mathcal S\,\kappa_{\rm eff}^{-1}\,dq}
{\int_0^\infty f^2\mathcal S\,dq}.
\end{equation}
For one heater $\mathcal S=1$, and the weight extends to $q\sim1/a$. For an array $\mathcal S(0)=N$, and this peak has a width of order the inverse span. The added weight lies where $\kappa_{\rm eff}$ is closer to bulk. This is the precise sense in which long-path phonons experience the array's collective length: they contribute to the smooth temperature field of the whole array, while the steep field around each heater remains.

Their contribution can be measured by the share of $-\int\mathbf J\cdot\nabla T\,dV$ due to the long-path channel. Per wave number, this share is $\kappa_{\rm long}S(q\Lambda_{\rm long})/\kappa_{\rm eff}(q)$.

\section{A worked array}

The example uses round model parameters: two channels of 50~W/(m\,K) each, with free paths 20 and 800~nm. The heaters have $a=50$~nm and receive 10~$\mu$W each. A single heater is compared with an $11\times11$ array of pitch 200~nm, just at the limit $4a$ of the proof. The outer centres on one side are 2000~nm apart.

The relevant scales are visible in $\kappa_{\rm eff}$. At $q=1/a=0.02$~nm$^{-1}$ it is 46~W/(m\,K); at 0.001~nm$^{-1}$, twice the inverse side, it is 87~W/(m\,K). In real space, $h$ falls from 0.77 at 100~nm to 0.15 at 800~nm and 0.03 at 1600~nm.

From (\ref{fourier}), the Fourier resistance of the isolated heater is
\begin{equation}
2F_0=\frac{2\times1.2}{4\pi\times100\times50\times10^{-9}}\ {\rm K/W}
=3.82\times10^4\ {\rm K/W}.
\end{equation}
The full calculation adds an excess of $5.04\times10^4$~K/W. The array average has a Fourier part of $26.92\times10^4$ and an excess of $10.46\times10^4$~K/W. Subtracting the heater's own parts isolates the neighbours:
\begin{align}
2F'&=(26.92-3.82)\times10^4=23.10\times10^4\ {\rm K/W},\\
2E'&=(10.46-5.04)\times10^4=5.42\times10^4\ {\rm K/W}.
\end{align}
The excess is 1.32 times the Fourier part for self-heating, but only $5.42/23.10=0.23$ times for heating by neighbours. The neighbours slightly more than double the absolute excess, yet they multiply the Fourier part by seven. The apparent conductivity consequently rises from 43 to 72~W/(m\,K), and the long-path share of $-\int\mathbf J\cdot\nabla T\,dV$ rises from 3.5\% to 28\%. In the diffusive limit it would be 50\%.

The temperature rises put the two meanings of efficiency side by side. An isolated heater warms by 0.89~K and an average array heater by 3.74~K. The isolated heater's apparent conductivity would predict
\begin{equation}
2.692\ {\rm K}\times\frac{100}{43.10}=6.2\ {\rm K}
\end{equation}
for the array. The actual rise is 60\% of this prediction, but more than four times that of the isolated heater.

A control calculation gives both channels a free path of 20~nm. The apparent conductivity then rises from 82 to 97~W/(m\,K), a factor of 1.18 instead of 1.67. Some recovery remains because 20~nm is not negligible beside a 50~nm heater. Its size depends on the definition of temperature: 62\% of the control's self-excess is the local term, and with the energy-density temperature the rise is from 92.5 to 98.9~W/(m\,K), a factor of 1.07, against 1.50 for the long-path medium with equal phonon speeds. Long paths make the effect large; they are not needed for it to exist.

The response formula was also tested against a simulation of individual phonon flights with other, scaled parameters. For heating of a neighbour the simulation gave $0.02239\pm0.00006$ (one standard error), the formula 0.02246 and Fourier's law 0.01989. The remaining values are in the numerical output.

\section{Two limits: pitch and array size}

\subsection{Changing the pitch}

At fixed $N$, the Fourier part from the neighbours is inversely proportional to the pitch. At 6400~nm it is $23.10\times10^4\times200/6400=0.72\times10^4$~K/W. Adding the isolated resistance, $8.86\times10^4$~K/W, gives $9.58\times10^4$~K/W, which is the computed total. The neighbours' excess has disappeared at this precision, and the situation is that of the opening example. The apparent conductivity, 47~W/(m\,K), is still above the isolated value because the diffusive heating has a long range.

Moving the heaters together first adds mainly diffusive heating, which dilutes the self-excess. Closer still, the neighbours' own excess becomes important. The same subtraction gives a neighbour ratio $E'/F'$ of 0.15 at 300~nm, 0.23 at 200~nm and 0.37 at 120~nm. These trends compete, and the apparent conductivity passes through a maximum. Among the computed pitches it is largest at 300~nm, 72.4~W/(m\,K), against 72.0 at 200~nm and 68.7 at 120~nm. At 120~nm, where the proof above does not apply, it still exceeds the isolated value.

The absolute resistance has no such optimum. It falls at every step of the computed scan, from $61.6\times10^4$~K/W at 120~nm to $9.6\times10^4$~K/W at 6400~nm. Where the assumptions of this model hold, a designer who wants the coolest heaters at fixed power should space them out.

\subsection{Enlarging the array}

At fixed pitch, the number of neighbours at distance $d$ grows as $d$ while each Fourier term falls as $1/d$. Their sum therefore grows in proportion to the side of the array. The excess sum contains the additional exponential of (\ref{bound}) and converges. Hence $E_N/F_N$ tends to zero as the inverse side, and $\kappa_N$ tends to $\kappa$.

At 200~nm pitch, the apparent conductivity is 53~W/(m\,K) for $3\times3$ heaters, 72 for $11\times11$ and 89 for $41\times41$. The small array has the same pitch, yet most of the suppression remains. The main reason is that its few neighbours add too little diffusive heating to dilute each heater's own excess: even if their heating were purely diffusive, the apparent conductivity would be only 62~W/(m\,K). The neighbours' own excess lowers it further, to 53~W/(m\,K). In the large array the conductivity is nearly restored, but the resistance has reached $1.1\times10^6$~K/W and keeps growing with the side. On a real chip, a heat sink held at fixed temperature at finite depth would stop this growth once the array is much wider than that depth. The apparent conductivity would then level off below $\kappa$, because the diffusive heating stays finite while each heater keeps its own excess.

\section{What an experiment would have to separate}

Suppose measured temperatures are described by bulk Fourier conduction plus an additional resistance per heater. In this model the additional resistance is $2E_N$. Crowding raises it, here from 5.0 to $10.5\times10^4$~K/W, even though the apparent conductivity improves. Compared with the isolated heater, the array thus looks worse in one description and better in the other, and a claim of more efficient cooling must say which quantity is meant.

An observed fall of the absolute resistance at fixed steady power would contradict the positivity argument, and so at least one of its assumptions. Those assumptions exclude phonon collisions that conserve momentum, heaters that differ from the substrate or exchange heat through an interface, and changes in the structure when a neighbour is added. Transient cooling is a separate problem that this steady calculation does not settle.

\section*{Calculated quantities}
\begin{verbatim}
channel conductivities, W/(m K): [50. 50.]
channel free paths, nm: [ 20. 800.]
heater radius 50 nm, pitch 200 nm
array 11 x 11, side 2000 nm between outer centres
power per heater 10.0 microwatt
Monte Carlo test (scaled units): self, neighbour
  simulated   [0.35274 0.02239]
  std. error  [7.8e-04 6.0e-05]
  formula     [0.35202 0.02246]
  Fourier     [0.09549 0.01989]
wave number 1/nm, effective conductivity W/(m K):
  0.0001  99.81
  0.0010  86.68
  0.0100  50.75
  0.0200  46.22
distance nm, excess/Fourier ratio of point response:
    100  0.7653
    200  0.5936
    400  0.3655
    800  0.1475
   1600  0.0284
   3200  0.0016
isolated: resistances in K/W
  Fourier 38197, excess 50428, total 88625
  excess/Fourier 1.3202
  temperature rise 0.886 K, Fourier 0.382 K
  apparent conductivity 43.10 W/(m K)
  long-path share of dissipation 0.0353
array: resistances in K/W
  Fourier 269159, excess 104581, total 373741
  excess/Fourier 0.3885
  temperature rise 3.737 K, Fourier 2.692 K
  apparent conductivity 72.02 W/(m K)
  long-path share of dissipation 0.2849
array rise predicted from isolated heater 6.245 K
actual/predicted array rise 0.5985
control, both paths 20 nm: isolated 82.36, array 97.05 W/(m K)
pitch nm, total resistance K/W, apparent conductivity W/(m K):
    120     616225  68.67
    200     373741  72.02
    300     265293  72.44
    400     215595  71.28
    800     148034  64.81
   1600     117622  57.02
   6400      95843  47.38
heaters per side, total resistance K/W, apparent W/(m K):
    1      88625  43.10
    3     154563  53.25
    5     214226  59.97
   11     373741  72.02
   21     619947  81.47
   41    1098854  88.99
\end{verbatim}
